Shot noise in the threshold voltage of a charge-trap memory cell

**Question.** A charge-trap memory cell is programmed by one pulse that puts, on average, 200 electrons into its nitride layer and raises its threshold voltage by 3 V on average. The electrons are captured independently of one another. How widely do the thresholds of nominally identical cells scatter for this reason alone, before any program-verify step corrects them? How does the scatter change with the size of the cell, and what happens to it when the captures are not quite independent?

**Answer.** The estimate has two ingredients: the threshold shift caused by one electron, and the fluctuation in the number of electrons. "Spread" will mean one standard deviation. The number 200 is a mean over many cells given the same pulse. If every cell held 200 electrons with equal effect, this source of scatter would vanish.

**The shift caused by one electron**

Take a planar stack with the channel at one side and the gate at the other. Between them lie a tunnel oxide of thickness t_t, a nitride of thickness t_N and a blocking oxide of thickness d_b. The permittivities are ε_ox and ε_N, and the cell area is A. An electron sits in the nitride at distance y from the blocking oxide. Its charge is treated as spread evenly over the area, a sheet of charge density −q/A with q > 0, so that the problem is one-dimensional.

Let D be the electric displacement counted positive from channel to gate, with value D_c in the tunnel oxide. By Gauss's law D changes by the sheet density on crossing the sheet, so on the gate side it is D_c − q/A. The potential falls along the field. Adding the drops from the channel surface, at potential ψ_s, to the gate, at potential ψ_G, gives

ψ_G = ψ_s − D_c [t_t/ε_ox + (t_N − y)/ε_N] − (D_c − q/A) [y/ε_N + d_b/ε_ox].

Collecting the terms in D_c, with T = t_t/ε_ox + t_N/ε_N + d_b/ε_ox,

ψ_G = ψ_s − D_c T + (q/A) [d_b/ε_ox + y/ε_N].

The applied gate voltage differs from ψ_G by a constant set by the materials. Threshold is a definite state of the channel, in which ψ_s and D_c have fixed values whether or not the nitride is charged. The change in gate voltage needed to restore that state is therefore the last term:

v(y) = (q/A) [d_b/ε_ox + y/ε_N].

It is positive, because a stored electron repels the channel electrons and the gate must make up for it. It grows with distance from the gate. The tunnel oxide does not appear, since the field there is the same at both thresholds.

If the electrons are spread uniformly through the nitride, the average of y is t_N/2, and the mean shift per electron is

v = (q/A) [d_b/ε_ox + t_N/(2ε_N)] = q/C.

This defines an effective capacitance C between the centre of the stored charge and the gate. The mean shift for a mean number N is ΔV = Nv = Nq/C.

For the numbers in the question,

v = 3 V / 200 = 15 mV.

This step needs no geometry, but a model stack shows what sort of cell is meant. Take t_t = 4 nm, t_N = 6 nm and d_b = 8 nm, with relative permittivities 3.9 for oxide and 7.5 for nitride. The bracket, with permittivities relative to vacuum, is 8/3.9 + 3/7.5 = 2.45 nm. In the one-dimensional model, a mean shift of 15 mV then requires an area of 2957 nm², a square of side 54.4 nm, and C is 10.68 aF. A finite-difference solution of the Poisson equation for this stack, with 200 electrons spread uniformly in depth and the channel state held fixed, reproduces the 3 V shift.

**The fluctuation in the number**

Let P_n(t) be the probability that a cell has captured n electrons by time t. Independent capture means here that the probability of a capture in a short time dt is r dt, whatever has been captured before. A cell enters state n from state n − 1 and leaves it for n + 1, so

dP_n/dt = r (P_{n−1} − P_n), with P_0(0) = 1.

Multiply by sⁿ and sum over n. With G(s,t) = Σ sⁿ P_n, the first term on the right gives sG and the second gives G:

dG/dt = r (s − 1) G, hence G = exp[N(s − 1)], N = rt.

If the rate varies during the pulse in the same way for every cell, rt is replaced by the time integral of r and nothing else changes. Expanding G in powers of s gives the Poisson distribution,

P_n = e^(−N) Nⁿ/n!.

The moments follow from derivatives at s = 1. The first derivative is ⟨n⟩ = N. The second is ⟨n(n − 1)⟩ = N², so ⟨n²⟩ = N² + N and

Var n = ⟨n²⟩ − ⟨n⟩² = N² + N − N² = N.

This is the shot-noise law: the variance of the count equals its mean. For N = 200 the standard deviation is √200 = 14.14 electrons.

**The size of the spread**

When each electron contributes the same v, the shift is V = vn, and its standard deviation is

σ_V = v√N = (ΔV/N)√N = ΔV/√N.

With the numbers of the question,

σ_V = 15 mV × 14.14 = 0.212 V.

The shot-noise spread is about 0.2 V, or 7 % of the mean shift. Propagating the capture equation numerically, without using the Poisson formula, gives the same 0.212 V.

A standard deviation is not the width of the whole distribution. The Poisson probabilities put 0.695 of the cells within one standard deviation of the mean. This is slightly above the 0.683 of a continuous Gaussian because counts are whole numbers: the interval contains the 29 values from 186 to 214, which correspond to a continuous range of ±14.5 rather than ±14.14. Within three standard deviations lie 0.9973 of the cells, so about 3 in 1000 fall outside. That interval is 1.27 V wide, a large part of the 3 V shift itself. Left uncorrected, a spread of 0.2 V therefore matters a good deal when several threshold levels have to fit into a window of a few volts.

**How it scales**

There are two scaling laws, depending on what is held fixed.

In a given cell, v is fixed. A longer pulse gives a larger N, and σ_V = v√N grows as the square root of the shift. The absolute spread rises while the relative spread falls.

When cells of different size are programmed to the same shift ΔV, N is not free. It is N = CΔV/q, and inserting this in ΔV/√N gives

σ_V = √(qΔV/C).

For a fixed stack C is proportional to A, so the spread varies as 1/√A, that is, inversely with the side of a square cell. Halving the side leaves a quarter of the electrons, 50 instead of 200, and doubles the spread to 0.424 V. Doubling the side gives 800 electrons and 0.106 V. These figures keep the one-dimensional electrostatics. Near the edges of a real cell the field lines spread out sideways, which already matters when the side is only a few times the thickness of the stack, as it is here. The scaling with area is then approximate, and it becomes less accurate as the cell shrinks.

The formula also shows the role of the discrete charge. If q could be made smaller at fixed C and ΔV, the same total charge would arrive in more and finer portions, and the spread would tend to zero as √q.

**Electrons that do not count equally**

The derivation gave every electron the same effect, although v(y) depends on depth. In the model stack it runs from 12.55 mV at the blocking oxide to 17.45 mV at the tunnel oxide. Let the individual shifts v_i be drawn independently of one another and of n, with mean v and variance s². For a given n, the sum V = Σ v_i has mean nv and variance ns², so its mean square is ns² + n²v². Averaging over n with ⟨n²⟩ = N² + N,

Var V = Ns² + (N² + N)v² − N²v² = N(v² + s²).

With c = s/v this reads

σ_V = v√N √(1 + c²).

Unequal weights thus raise the spread at fixed mean shift. For a uniform distribution in depth, the standard deviation of y is t_N/√12, and the factor q/A cancels in the ratio:

c = (t_N/ε_N)/√12 ÷ [d_b/ε_ox + t_N/(2ε_N)] = (0.80/3.46)/2.45 = 0.094.

Since c enters squared, the correction is less than half a per cent: 0.2131 V in place of 0.2121 V. The depth of the electrons can be ignored in this estimate.

Lateral position can matter more. Near threshold the current in a small channel may follow a few favourable paths, and an electron above such a path then has more effect than one beside it. The one-dimensional calculation cannot describe this. A simple model assigns the single-electron shifts an exponential distribution with mean v. Its mean square is 2v², so c = 1 and

σ_V = √2 × 0.212 V = 0.300 V.

The estimate of 0.2 V therefore assumes a fairly even channel. Both of these results were tested against the full distribution of the summed shift, built up from the Poisson probabilities and the distribution of single-electron shifts.

**A limited number of traps**

Suppose each cell has the same number M of traps, and each is filled with probability p, independently of the others. The occupation b of one trap is 0 or 1, so ⟨b²⟩ = ⟨b⟩ = p and its variance is p − p². Variances of independent quantities add, and with N = Mp,

Var n = Mp(1 − p) = N(1 − N/M).

The traps fill independently, yet the count is not Poisson: each filled trap is one fewer for later electrons, so the total capture rate depends on the past. With 800 traps, 200 electrons fill a quarter of them, and

σ_V = 0.212 V × √0.75 = 0.184 V.

For M much larger than N the Poisson result returns. For p = 1 the spread vanishes, because every cell then holds M electrons.

Real cells need not have equal numbers of traps. Let M itself be Poisson distributed from cell to cell with mean μ. For given M the generating function of n is (1 − p + ps)^M, since each trap contributes a factor 1 − p + ps. Averaging z^M over a Poisson distribution gives exp[μ(z − 1)], and with z = 1 − p + ps,

G(s) = exp[μp(s − 1)].

This is again the Poisson generating function, now with mean μp. The scatter in the number of traps restores what the limited filling had removed. If traps are scattered at random over the wafer, the full 0.212 V applies even when a good part of them is filled.

**Charge that slows its own capture**

The estimate also assumes that stored electrons leave the capture rate unchanged. The electrostatic equation shows why this can fail. Solve it for −D_c, which is proportional to the field that drives electrons through the tunnel oxide during programming. With n electrons stored,

−D_c = (ψ_G − ψ_s − nv)/T.

At fixed gate voltage and surface potential, the threshold shift nv is subtracted directly from the voltage that drives injection. Tunnelling depends steeply on the field, so a cell that happens to be ahead slows down and one that is behind catches up. This negative feedback narrows the distribution.

A simple model lets the rate fall exponentially with the stored number:

r(n) = r₀ e^(−an), a = v/V₀,

where V₀ is the shift that lowers the rate by a factor e. Each capture raises n by 1 and n² by 2n + 1, so

d⟨n⟩/dt = ⟨r⟩, d⟨n²⟩/dt = ⟨r(2n + 1)⟩.

Write m = ⟨n⟩ and σ_n² = ⟨n²⟩ − m². Then

dσ_n²/dt = ⟨r(2n + 1)⟩ − 2m⟨r⟩ = ⟨r⟩ + 2⟨(n − m) r⟩.

The first term is the shot noise of the captures and the second is the feedback. To leading order in the fluctuations, r(n) ≈ r(m) − a r(m)(n − m). This gives ⟨r⟩ ≈ r(m) and ⟨(n − m) r⟩ ≈ −a r(m) σ_n². Dividing by dm/dt ≈ r(m) removes the time:

dσ_n²/dm = 1 − 2aσ_n².

With σ_n² = 0 at m = 0, the solution at m = N is

σ_n² = (1 − e^(−2aN))/(2a).

For aN much less than 1 the exponential can be expanded, and σ_n² ≈ N − aN². The Poisson result returns when the total shift is small compared with V₀. For aN much greater than 1 the variance saturates at 1/(2a), and the spread becomes

σ_V → v/√(2a) = √(vV₀/2).

In this limit it no longer depends on how far the cell is programmed.

As a round example take V₀ = 1.5 V. Then a = 15 mV / 1.5 V = 0.01 per electron, and aN = 2. The variance is

σ_n² = (1 − e^(−4))/0.02 = 49.08,

about a quarter of the Poisson value of 200. The spread is

σ_V = 15 mV × √49.08 = 0.105 V,

half the shot-noise figure. Solving the capture equation numerically with this rate gives a variance of 49.13, so the leading-order formula is accurate to about 0.1 % of the variance here. The pulse length was chosen so that the equation without fluctuations, dm/dt = r(m), would reach 200. The true mean is 200.19. It is slightly higher because the exponential rate is a convex function of n, so that the average rate ⟨r(n)⟩ exceeds the rate at the average number, r(⟨n⟩).

The value of V₀ is a model choice, and the size of the narrowing depends on it: a smaller V₀, meaning a steeper fall of the rate, gives a smaller spread at the same mean shift. The round value 1.5 V is on the mild side. Take Fowler–Nordheim tunnelling through the model stack at constant gate voltage, with a barrier of 3.1 eV, an effective mass of 0.42 electron masses and a starting oxide field of 10 to 14 MV/cm. The local V₀ then lies between about 0.4 and 1.1 V, the rate falls by a factor of about 20 to 600 during the 3 V shift, and the spread comes out at about 0.05 to 0.08 V. A cell programmed this far by tunnelling is therefore in the saturated regime, not the Poisson one. The direction of the effect does not depend on the choice, because any rate that falls as charge accumulates makes the feedback term negative. Since ⟨n − m⟩ = 0, the average ⟨(n − m) r(n)⟩ equals ⟨(n − m)[r(n) − r(m)]⟩, and for a falling rate the two factors have opposite signs whenever n differs from m. The figure of 0.2 V is thus not a lower limit for the spread of an uncorrected cell. It is the result for captures that do not influence later ones, with every electron shifting the threshold equally.

**What the estimate covers**

The 0.2 V is the part of the scatter that comes from the random number of captured electrons. It leaves out differences between cells in thickness, area, initial threshold and mean capture rate, and it leaves out charge lost after programming. Where such contributions are independent of the electron count and of one another, and simply add to the threshold, their variances add to σ_V².

A program-verify scheme changes the problem. It reads the threshold after each pulse and stops when a target is passed, so the number of pulses depends on the outcome of the earlier ones. The final count is then no longer that of a single fixed pulse, and ΔV/√N does not describe it. The formula still applies to the cells as they stand after one pulse only if the capture rate is unaffected by the stored charge, which requires a shift small compared with V₀. A 3 V shift produced by tunnelling at constant gate voltage does not meet this condition, and its number-fluctuation spread lies near √(vV₀/2), well below 0.2 V. The values of the main examples are listed in the numerical output below.

Computed results

```
mean captured number: 200 electrons
mean threshold shift: 3.0 V
tunnel oxide thickness: 4.0 nm
nitride thickness: 6.0 nm
blocking oxide thickness: 8.0 nm
relative permittivity, oxide: 3.9
relative permittivity, nitride: 7.5
cell area: 2957 nm^2
side of square cell: 54.4 nm
effective capacitance: 10.68 aF
mean shift per electron: 15.00 mV
shift per electron at blocking oxide: 12.55 mV
shift per electron at tunnel oxide: 17.45 mV
total shift from Poisson equation: 3.0000 V
standard deviation of number: 14.14 electrons
MAIN RESULT, threshold standard deviation: 0.212 V
same from master equation: 0.212 V
relative spread: 7.07 %
fraction within 1 standard deviation: 0.695
fraction within 3 standard deviations: 0.9973
full width of +-3 standard deviations: 1.27 V
spread for 3 V from 50 electrons: 0.424 V
spread for 3 V from 800 electrons: 0.106 V
relative deviation c from uniform depth: 0.0942
spread with uniform depth: 0.2131 V
spread with equal weights, same digits: 0.2121 V
spread with exponential weights: 0.300 V
fixed number of traps: 800
trap filling probability: 0.25
spread with fixed traps: 0.184 V
shift that lowers capture rate by e: 1.5 V
rate parameter a: 0.0100 per electron
self-limited number variance, formula: 49.08
self-limited number variance, master eq.: 49.13
self-limited mean number, master eq.: 200.19
self-limited spread, formula: 0.105 V
```
